**Scaling and oscillator form of diamagnetic Kepler motion**

For an electron bound to a fixed unit charge in a field $\gamma$ (atomic units), the scaled motion is fixed by $\varepsilon=E\gamma^{-2/3}$ and $l=L\gamma^{1/3}$, where $E$ is the diamagnetic energy and $L$ the canonical angular momentum about the field. In the coordinates $\mu=\sqrt{r+z}$ and $\nu=\sqrt{r-z}$ it becomes two oscillators for $\varepsilon<0$, with the coupling $\mu^2\nu^2(\mu^2+\nu^2)/8$. The program asserts the transformation symbolically, starting from the minimally coupled Hamiltonian in Cartesian components. It integrates Newton's equation with the Lorentz force at 8 T and 1 T and asserts that the scaled paths agree with each other and with the oscillator solution to within $10^{-6}$; the largest printed gap is $2.5\times10^{-10}$. When $L$ is not rescaled, the paths differ by up to 1.46 scaled length units. Return times to the nucleus are asserted against direct quadrature and, where available, closed formulas. The output also shows the energy change of one oscillator growing nearly in proportion to $\kappa=1/(4|\varepsilon|^3)$ at weak coupling, and reaching 0.656 of the total at $\varepsilon=-0.3$.

## Numerical verification

```python
"""
Result under test: an electron bound to a fixed unit charge in a field gamma
(atomic units, along z) has, with H = p^2/2 - 1/r + gamma^2 rho^2/8 = E,
scaled motion fixed by eps = E gamma^(-2/3) and l = L gamma^(1/3).
With rho = mu nu, z = (mu^2 - nu^2)/2, dt = (mu^2 + nu^2) dtau it becomes
  h = (pmu^2 + pnu^2)/2 - eps (mu^2 + nu^2) + (l^2/2)(1/mu^2 + 1/nu^2)
      + mu^2 nu^2 (mu^2 + nu^2)/8 = 2.
L is the canonical angular momentum about z; r = (mu^2 + nu^2)/2.
Scaled position = gamma^(2/3) * position, scaled time = gamma * time.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

B_UNIT = pc["atomic unit of mag. flux density"][0]
T_UNIT_PS = pc["atomic unit of time"][0] * 1e12
CM_PER_HARTREE = pc["hartree-inverse meter relationship"][0] / 100
RHO0, Z0 = 1.0, 0.5          # scaled starting point, with p_rho = 0
EPS = -0.3
TOL = dict(method="DOP853", rtol=1e-12, atol=1e-14)


def check_symbolic_transformation():
    """Start from (p + A)^2/2 - 1/r in Cartesian components, field = 1."""
    mu, nu, w = sp.symbols("mu nu omega", positive=True)
    phi, pmu, pnu, l, eps = sp.symbols("phi p_mu p_nu l epsilon", real=True)
    pos = sp.Matrix([mu*nu*sp.cos(phi), mu*nu*sp.sin(phi), (mu**2 - nu**2)/2])
    jac = pos.jacobian([mu, nu, phi])
    metric = (jac.T * jac).applyfunc(sp.simplify)
    p = jac * metric.inv() * sp.Matrix([pmu, pnu, l])
    kinetic = p + sp.Matrix([-pos[1], pos[0], 0]) / 2
    r = (mu**2 + nu**2) / 2
    assert sp.simplify(pos.dot(pos) - r**2) == 0
    full = kinetic.dot(kinetic) / 2 - 1 / r
    h = ((pmu**2 + pnu**2)/2 - eps*(mu**2 + nu**2)
         + l**2*(1/mu**2 + 1/nu**2)/2 + mu**2*nu**2*(mu**2 + nu**2)/8)
    # l/2 is the linear field term, which is not part of the diamagnetic H
    assert sp.simplify(2*r*(full - l/2 - eps) - (h - 2)) == 0
    # unit-amplitude oscillators: one coupling constant 1/(4 |eps|^3)
    u, v, pu, pv = sp.symbols("u v p_u p_v", real=True)
    unit = h.subs(l, 0).subs({mu: 2*u/w, nu: 2*v/w, pmu: 2*pu, pnu: 2*pv,
                              eps: -w**2/2}, simultaneous=True) / 4
    kappa = 1 / (4 * (w**2/2)**3)
    target = (pu**2 + pv**2 + u**2 + v**2)/2 + kappa*u**2*v**2*(u**2 + v**2)
    assert sp.simplify(unit - target) == 0


def lorentz_orbit(gamma, eps, L, scaled_times):
    """Newton's equation in the laboratory, unscaled atomic units."""
    length = gamma ** (-2/3)
    rho, z, energy = RHO0*length, Z0*length, eps*gamma**(2/3)
    pz = np.sqrt(2*(energy + 1/np.hypot(rho, z) - L**2/(2*rho**2)
                    - gamma**2*rho**2/8))

    def rhs(t, y):
        r3 = (y[0]**2 + y[1]**2 + y[2]**2) ** 1.5
        return [y[3], y[4], y[5], -y[0]/r3 - gamma*y[4],
                -y[1]/r3 + gamma*y[3], -y[2]/r3]

    times = scaled_times / gamma
    start = [rho, 0.0, z, 0.0, L/rho + gamma*rho/2, pz]
    sol = solve_ivp(rhs, (0, times[-1]), start, t_eval=times, **TOL)
    assert sol.success
    return sol.y


def oscillator_rhs(eps, l):
    def rhs(tau, y):
        mu, nu, pmu, pnu, t = y
        fmu = 2*eps*mu - mu*nu**2*(2*mu**2 + nu**2)/4
        fnu = 2*eps*nu - nu*mu**2*(2*nu**2 + mu**2)/4
        if l != 0:
            fmu += l**2/mu**3
            fnu += l**2/nu**3
        return [pmu, pnu, fmu, fnu, mu**2 + nu**2]
    return rhs


def oscillator_start(eps, l):
    r = np.hypot(RHO0, Z0)
    pz = np.sqrt(2*(eps + 1/r - l**2/(2*RHO0**2) - RHO0**2/8))
    mu, nu = np.sqrt(r + Z0), np.sqrt(r - Z0)
    return [mu, nu, mu*pz, -nu*pz, 0.0]


def launch_from_nucleus(theta):
    return [0.0, 0.0, 2*np.cos(theta/2), 2*np.sin(theta/2), 0.0]


def return_time(theta, eps):
    """Scaled time of first return to the nucleus, from the oscillators."""
    def back(tau, y):
        return y[0]
    back.terminal, back.direction = True, -1
    sol = solve_ivp(oscillator_rhs(eps, 0), (0, 50),
                    launch_from_nucleus(theta), events=back, **TOL)
    return sol.y_events[0][0][4]


def radial_quadrature(eps, diamagnetic):
    """Same time from the speed on a straight line through the nucleus."""
    def kinetic(s):
        return eps + 1/s - diamagnetic*s**2/8
    turn = brentq(kinetic, 0.1, 10, xtol=1e-15, rtol=1e-15)

    def integrand(a):
        s = turn*np.sin(a)**2
        return 2*turn*np.sin(a)*np.cos(a)/np.sqrt(2*kinetic(s))
    return 2*quad(integrand, 0, np.pi/2, epsabs=1e-9, epsrel=1e-9)[0], turn


def oscillator_energy_change(eps):
    """Largest change of the mu-oscillator energy in one cycle, over h = 2."""
    cycle = 2*np.pi/np.sqrt(-2*eps)
    sol = solve_ivp(oscillator_rhs(eps, 0), (0, cycle),
                    launch_from_nucleus(np.pi/3),
                    t_eval=np.linspace(0, cycle, 801), **TOL)
    part = sol.y[2]**2/2 - eps*sol.y[0]**2
    return np.max(np.abs(part - part[0])) / 2


check_symbolic_transformation()

fields = [8.0, 1.0]
gammas = [b/B_UNIT for b in fields]
print(f"atomic unit of field: {B_UNIT:.5e} T")
print(f"scaled energy eps: {EPS}")
for b, g in zip(fields, gammas):
    energy = EPS*g**(2/3)
    print(f"B = {b} T: gamma = {g:.5e}")
    print(f"  E = {energy:.5e} hartree = {energy*CM_PER_HARTREE:.3f} cm^-1")
    print(f"  length unit gamma^(-2/3) = {g**(-2/3):.2f} bohr")
    print(f"  time unit 1/gamma = {1/g:.1f} a.u. = {T_UNIT_PS/g:.4f} ps")

for l in (0.0, 0.3):
    start = oscillator_start(EPS, l)
    osc = solve_ivp(oscillator_rhs(EPS, l), (0, 6), start,
                    t_eval=np.linspace(0, 6, 301), **TOL)
    assert osc.success
    mu, nu, pmu, pnu, t = osc.y
    momenta = [l*g**(-1/3) for g in gammas]
    runs = [lorentz_orbit(g, EPS, L, t) for g, L in zip(gammas, momenta)]
    scaled = [y[:3]*g**(2/3) for y, g in zip(runs, gammas)]
    field_gap = np.max(np.abs(scaled[0] - scaled[1]))
    assert field_gap < 1e-6
    for y, g, L in zip(runs, gammas, momenta):
        mechanical = np.sum(y[3:]**2, axis=0)/2 - 1/np.linalg.norm(y[:3], axis=0)
        expected = EPS*g**(2/3) + g*L/2
        assert np.max(np.abs(mechanical/expected - 1)) < 1e-6
    x, y, z = scaled[0]
    if l == 0:
        along = x*np.cos(t/2) + y*np.sin(t/2)
        across = -x*np.sin(t/2) + y*np.cos(t/2)
        assert np.max(np.abs(across)) < 1e-6
        rho_gap = np.max(np.abs(along - mu*nu))
    else:
        rho_gap = np.max(np.abs(np.hypot(x, y) - mu*nu))
    map_gap = max(rho_gap, np.max(np.abs(z - (mu**2 - nu**2)/2)))
    assert map_gap < 1e-6
    print(f"orbit with l = {l}: L(8 T) = {momenta[0]:.4f}, "
          f"L(1 T) = {momenta[1]:.4f} hbar")
    print(f"  final scaled time (tau = 6): {t[-1]:.5f}")
    print(f"  smallest scaled r on the grid: {np.min(mu**2 + nu**2)/2:.5f}")
    for b, run, s in zip(fields, runs, scaled):
        print(f"  {b} T end x,y,z: " + ", ".join(f"{q:.2f}" for q in run[:3, -1])
              + " bohr")
        print("    scaled: " + ", ".join(f"{q:.6f}" for q in s[:, -1]))
    print(f"  largest scaled gap, 8 T against 1 T: {field_gap:.1e}")
    print(f"  largest scaled gap, Newton against oscillators: {map_gap:.1e}")
    if l == 0:
        parts = [(start[2]**2 + start[3]**2)/2,
                 -EPS*(start[0]**2 + start[1]**2),
                 start[0]**2*start[1]**2*(start[0]**2 + start[1]**2)/8]
        print("  start mu,nu,pmu,pnu: "
              + ", ".join(f"{q:.5f}" for q in start[:4]))
        print("  start kinetic, quadratic, sextic: "
              + ", ".join(f"{q:.5f}" for q in parts))
        print(f"  their sum h: {sum(parts):.5f}")
        assert abs(sum(parts) - 2) < 1e-12
    else:
        wrong = lorentz_orbit(gammas[1], EPS, momenta[0], t)[:3]
        unscaled_gap = np.max(np.abs(wrong*gammas[1]**(2/3) - scaled[0]))
        assert unscaled_gap > 0.05
        print(f"  L kept at its 8 T value in 1 T: l = "
              f"{momenta[0]*gammas[1]**(1/3):.4f}")
        print(f"  largest scaled gap then: {unscaled_gap:.4f}")

print("return to the nucleus, scaled time and turning distance:")
cases = [("along field, eps = -0.3", 0.0, EPS, 0),
         ("across field, eps = -0.3", np.pi/2, EPS, 1),
         ("across field, eps = 0", np.pi/2, 0.0, 1)]
for name, theta, eps, diamagnetic in cases:
    period = return_time(theta, eps)
    direct, turn = radial_quadrature(eps, diamagnetic)
    assert abs(period/direct - 1) < 1e-6
    if theta == 0:
        assert abs(period/(2*np.pi*(-2*eps)**-1.5) - 1) < 1e-8
    if eps == 0:
        assert abs(period/(4*np.pi/3) - 1) < 1e-8
    print(f"  {name}: {period:.6f}, {turn:.6f}")
    print("    time at 8 T, 1 T: "
          + ", ".join(f"{period/g*T_UNIT_PS:.4f}" for g in gammas) + " ps")

changes = {}
print("coupling kappa and mu-oscillator energy change in one cycle / h:")
for eps in (-6.0, -3.0, EPS):
    changes[eps] = oscillator_energy_change(eps)
    print(f"  eps = {eps}: kappa = {1/(4*abs(eps)**3):.6f}, "
          f"change = {changes[eps]:.6f}")
ratio = changes[-3.0] / changes[-6.0]
# first order in kappa: halving |eps| multiplies the change by 8
assert abs(ratio/8 - 1) < 0.05
assert changes[EPS] > 10*changes[-3.0]
print(f"  ratio of changes, eps = -3 to eps = -6: {ratio:.4f}")
print("tests ok")
```

Output:

```
atomic unit of field: 2.35052e+05 T
scaled energy eps: -0.3
B = 8.0 T: gamma = 3.40351e-05
  E = -3.15069e-04 hartree = -69.150 cm^-1
  length unit gamma^(-2/3) = 952.17 bohr
  time unit 1/gamma = 29381.5 a.u. = 0.7107 ps
B = 1.0 T: gamma = 4.25438e-06
  E = -7.87672e-05 hartree = -17.287 cm^-1
  length unit gamma^(-2/3) = 3808.69 bohr
  time unit 1/gamma = 235051.8 a.u. = 5.6856 ps
orbit with l = 0.0: L(8 T) = 0.0000, L(1 T) = 0.0000 hbar
  final scaled time (tau = 6): 15.15913
  smallest scaled r on the grid: 0.07879
  8.0 T end x,y,z: 1.11, 3.95, -74.91 bohr
    scaled: 0.001166, 0.004144, -0.078669
  1.0 T end x,y,z: 4.44, 15.78, -299.63 bohr
    scaled: 0.001166, 0.004144, -0.078669
  largest scaled gap, 8 T against 1 T: 5.4e-11
  largest scaled gap, Newton against oscillators: 2.5e-10
  start mu,nu,pmu,pnu: 1.27202, 0.78615, 1.23252, -0.76174
  start kinetic, quadratic, sextic: 1.04967, 0.67082, 0.27951
  their sum h: 2.00000
orbit with l = 0.3: L(8 T) = 9.2572, L(1 T) = 18.5144 hbar
  final scaled time (tau = 6): 13.78988
  smallest scaled r on the grid: 0.21971
  8.0 T end x,y,z: -304.33, 25.79, -179.18 bohr
    scaled: -0.319613, 0.027084, -0.188180
  1.0 T end x,y,z: -1217.31, 103.15, -716.72 bohr
    scaled: -0.319613, 0.027084, -0.188180
  largest scaled gap, 8 T against 1 T: 2.6e-11
  largest scaled gap, Newton against oscillators: 6.1e-11
  L kept at its 8 T value in 1 T: l = 0.1500
  largest scaled gap then: 1.4596
return to the nucleus, scaled time and turning distance:
  along field, eps = -0.3: 13.519262, 3.333333
    time at 8 T, 1 T: 9.6082, 76.8655 ps
  across field, eps = -0.3: 3.500310, 1.606330
    time at 8 T, 1 T: 2.4877, 19.9015 ps
  across field, eps = 0: 4.188790, 2.000000
    time at 8 T, 1 T: 2.9770, 23.8159 ps
coupling kappa and mu-oscillator energy change in one cycle / h:
  eps = -6.0: kappa = 0.001157, change = 0.000254
  eps = -3.0: kappa = 0.009259, change = 0.002056
  eps = -0.3: kappa = 9.259259, change = 0.655689
  ratio of changes, eps = -3 to eps = -6: 8.1045
tests ok
```
